Polarization of Light Reflected by Weak-Contrast Multilayer Mirrors near 45 Degrees, part 1

(Sections cited here and not found follow in the second part.)

## First half: one interface

Q: I am told that a stack of thin films can sort polarizations if light strikes it at about 45°. Yet every film is isotropic. How can such a stack tell one polarization from another?

A: The oblique ray supplies the distinction. The incident ray and the surface normal span a plane, the plane of incidence. The electric field can stand perpendicular to it, which is called s polarization, or lie in it, which is called p. The two fields meet the surface differently, so they may be reflected differently. How differently is a matter of calculation, and one flat interface is the place to begin.

Q: Then fix the conventions first. I distrust signs that appear later.

A: Let z point along the normal, into the material, and let the plane of incidence be the xz plane. The angle θ is measured from the normal, in vacuum. All fields vary as exp(−iωt). The media are isotropic and nonmagnetic, with permittivity ε = n². Near 92 eV indices lie close to 1, and one writes

n = 1 − δ + iβ,

where positive β means absorption for this time factor.

I use atomic units in their Gaussian form, so c ≈ 137 and the vacuum wave number is k = ω/c. Each plane wave has the wave vector k(S, 0, q), with

S = sin θ, q = √(ε − S²).

The component S is the same in every layer, because the fields on the two sides of a flat interface must match at every x. The component q changes from layer to layer. Its value follows from Maxwell's equations, which for a plane wave read

(S, 0, q) × E = B,
(S, 0, q) × B = −εE.

Together they require S² + q² = ε. The root is taken so that the wave decays, or travels, towards positive z. A reflected wave has −q in place of q.

Q: Derive the s amplitude before you compare anything.

A: For s polarization E = (0, E, 0). The first cross product gives

B = (−qE, 0, SE).

The components along the surface, E_y and B_x, must be continuous. Let medium 1 hold the incident wave with amplitude 1 and the reflected wave with amplitude r_s. Medium 2 holds the transmitted wave with amplitude t. Then

1 + r_s = t,
−q₁ + q₁r_s = −q₂t.

The reflected term has the opposite sign because its q is reversed. Insert t from the first line into the second and change the overall sign:

q₁(1 − r_s) = q₂(1 + r_s).

Collecting the terms with r_s gives

r_s = (q₁ − q₂)/(q₁ + q₂).

Q: And for p you will simply exchange the roles of E and B?

A: Yes, but a permittivity comes along. Now B = (0, B, 0), and the second Maxwell equation gives

−εE = (−qB, 0, SB),
E = (qB/ε, 0, −SB/ε).

The continuous components are B_y and E_x. With r_p defined as the ratio of magnetic amplitudes,

1 + r_p = t,
(q₁/ε₁)(1 − r_p) = (q₂/ε₂)t.

This is the s problem with q replaced by q/ε. Its solution, after multiplying numerator and denominator by ε₁ε₂, is

r_p = (ε₂q₁ − ε₁q₂)/(ε₂q₁ + ε₁q₂).

The incident and reflected waves travel in the same medium, so for incidence from vacuum the reflected fraction of the power is |r|² in both cases.

Q: These two expressions do not look related by anything as simple as an angle. The permittivities sit in one and not in the other.

A: The permittivities can be removed, since ε₁ = q₁² + S² and ε₂ = q₂² + S². The numerator of r_p becomes

ε₂q₁ − ε₁q₂
= q₁q₂² + S²q₁ − q₁²q₂ − S²q₂
= −q₁q₂(q₁ − q₂) + S²(q₁ − q₂)
= (q₁ − q₂)(S² − q₁q₂).

The denominator has plus signs throughout:

ε₂q₁ + ε₁q₂
= q₁q₂² + S²q₁ + q₁²q₂ + S²q₂
= (q₁ + q₂)(S² + q₁q₂).

The first factors form r_s. Dividing by it leaves

ρ = r_p/r_s = (S² − q₁q₂)/(S² + q₁q₂).

No approximation has been made, and the permittivities may be complex.

Q: At normal incidence S = 0 and you get ρ = −1. There the two polarizations cannot be told apart, so I expected +1.

A: The sign comes from the definitions. I followed E for s and B for p. On reflection the direction of travel reverses, so if E keeps its sign, B changes sign, and the reverse. The two amplitudes therefore differ by a sign at normal incidence while the physical reflection is the same. The magnitude is 1, as it must be.

Q: Now let both indices be close to 1.

A: Write ε₁ = 1 + χ₁ and ε₂ = 1 + χ₂, with both χ small, and let C = cos θ. Since 1 − S² = C²,

q₁² = C² + χ₁, q₂² = C² + χ₂.

If |χ₁| and |χ₂| are small compared with C², both q are close to C and the product q₁q₂ is close to C². Then

ρ ≈ (S² − C²)/(S² + C²) = −cos 2θ,

because S² + C² = 1 and C² − S² = cos 2θ. Hence

|r_p/r_s| ≈ |cos 2θ|.

At 45° this vanishes: to leading order the interface reflects s light and no p light.

Q: You slipped in a condition. Small χ was not enough; you wanted it small compared with cos²θ.

A: That condition matters near grazing incidence, where cos²θ is itself small. Take a silicon–molybdenum interface at a photon energy of 92 eV, with these rough optical constants:

Mo: δ = 0.076, β = 0.0064
Si: δ = 0.001, β = 0.0018

At θ = 80°, cos²θ = 0.030, while χ for molybdenum is about −2δ = −0.15. Thus q² in molybdenum has a negative real part, and the wave there is mainly evanescent. The simple law gives |cos 160°| = 0.94, but the full ratio has magnitude 1.00.

The reason can be read from ρ. One q is nearly imaginary and the other nearly real, so q₁q₂ is nearly i times a real number b. The numbers S² − ib and S² + ib have equal magnitudes, and their quotient has magnitude 1.

Q: Return to 45°. A vanishing ratio in algebra may be an accident of the approximation. What stops the p wave from being reflected?

A: Consider a very thin, weakly polarizable sheet in vacuum. To leading order the field inside it is the incident field, and this field drives dipoles along its own direction. The dipoles radiate the reflected wave. A dipole sends into a given direction the part of its oscillation that is perpendicular to that direction.

For s light the dipoles point along y, perpendicular to both rays, and the projection is 1. For p light use the field direction found above, (q, 0, −S) in vacuum, with q = C for the incident wave and q = −C for the reflected one:

e_in = (C, 0, −S),
e_out = (−C, 0, −S).

Their scalar product is

e_in · e_out = −C² + S² = −cos 2θ.

This is the same factor with the same sign. At 45° the driven dipoles point along (1, 0, −1)/√2. The reflected ray travels along (S, 0, −C), which is also (1, 0, −1)/√2. The dipoles lie along the ray they would have to feed, and a dipole does not radiate along its own axis.

Q: That argument concerned a sheet. Why should it speak for an interface?

A: In the weak limit a half-space is a pile of such sheets. Each contributes with a phase set by its depth, and the phase does not depend on the polarization. The factor −cos 2θ is therefore common to the whole sum. The same holds for any weak variation of permittivity with depth, sharp or gradual, as long as the incident field is little changed on its way through.

Q: Real contrast is finite. What does the first correction do?

A: Start from the product of the two q:

q₁q₂ = C²√[(1 + χ₁/C²)(1 + χ₂/C²)].

For small u, √(1 + u) = 1 + u/2 plus terms of second order. To first order, then,

q₁q₂ = C² + χ̄, χ̄ = (χ₁ + χ₂)/2.

It helps to write the exact ratio as

ρ = 2S²/(S² + q₁q₂) − 1,

which is the earlier expression with S² + q₁q₂ added to the numerator and taken away again. The denominator is 1 + χ̄ to first order, and 1/(1 + χ̄) ≈ 1 − χ̄. So

ρ ≈ 2S²(1 − χ̄) − 1 = −cos 2θ − 2χ̄S²,

where 2S² − 1 = −cos 2θ was used.

Now put in the optical constants. Since ε = (1 − δ + iβ)², to first order χ = −2δ + 2iβ. The mean of two such terms is

χ̄ ≈ −(δ₁ + δ₂) + i(β₁ + β₂).

At 45°, cos 2θ = 0 and 2S² = 1, so ρ ≈ −χ̄. For our pair its magnitude is close to 0.076 + 0.001 = 0.077. The full interface calculation gives 0.088. The difference, 0.011, is of the size to be expected from second-order terms, since 0.077² is 0.006 and there is a further term quadratic in the contrast.

Q: So at 45° the p wave is not extinguished after all. Has your polarizer gone?

A: Its angle has moved. Ignore absorption for a moment and ask where ρ vanishes. The condition is

q₁q₂ = S².

Squaring it gives

(ε₁ − S²)(ε₂ − S²) = S⁴,
ε₁ε₂ − (ε₁ + ε₂)S² = 0,
S² = ε₁ε₂/(ε₁ + ε₂).

Squaring can admit a false root with q₁q₂ = −S². It does not do so here: q₁² = ε₁ − S² = ε₁²/(ε₁ + ε₂) is positive, and so is q₂². Both q are real and positive.

For the example, ε₁ = 0.999² = 0.998 and ε₂ = 0.924² = 0.854. Thus

S² = 0.852/1.852 = 0.460,
S = 0.678, θ = 42.7°.

This is Brewster's angle for the pair, expressed as an angle in vacuum.

Q: Then what becomes of the 45°? A shift of more than two degrees seems a lot for a law that was supposed to be about 45°.

A: The shift is refraction, and inside the layers 45° returns. Let θ₁ and θ₂ be the ray angles in the two media, with tan θ₁ = S/q₁. At the null, q₁ = ε₁/√(ε₁ + ε₂) and S = √(ε₁ε₂)/√(ε₁ + ε₂), so

tan θ₁ = √(ε₂/ε₁), tan θ₂ = √(ε₁/ε₂).

The tangents are reciprocal, hence θ₁ + θ₂ = 90°, and the mean of the internal angles is 45°. For our pair the angles are 42.8° in silicon and 47.2° in molybdenum. With indices below 1 the rays bend away from the normal on entering, so the angle in vacuum has to be smaller.

Q: And absorption? You set it aside.

A: With absorption the real part of ρ can still be brought to zero by turning the interface, but an imaginary part remains. From the first-order formula it is −2S²(β₁ + β₂). Near the null 2S² is close to 1, so to leading order

|ρ|_min ≈ β₁ + β₂ = 0.0064 + 0.0018 = 0.0082.

The full ratio has its minimum at 42.7°, to the digits given the same as without absorption, and the minimum is 0.0092. The leading-order estimate is 11 percent below that value. Squared, the minimum is about 8 × 10⁻⁵. For a single interface, the p power is suppressed by that factor relative to the s power.

Q: A single interface must be a poor mirror, though.

A: It is. At 45° the s amplitude of this interface is |r_s| = 0.085, so less than one percent of the power comes back. The selection is strong and the reflection is weak. To obtain a usable beam one has to add many interfaces, and it then has to be asked whether the selection survives the addition.

## Second half: many interfaces

Q: Before you stack them, restate what you are carrying over.

A: The angle θ is measured from the normal in vacuum, S = sin θ, and q = √(ε − S²) is the normal component of the wave vector in units of k = ω/c. The amplitudes r_s and r_p refer to E and B. Their ratio at an interface is

ρ = (S² − q₁q₂)/(S² + q₁q₂),

which tends to −cos 2θ if |ε − 1| is small compared with 1 and with cos²θ. For the Mo/Si pair at 92 eV, |ρ| is 0.088 at 45° and has its minimum, 0.0092, at 42.7°. The refractive indices are 1 − δ + iβ, with the rough values δ = 0.076, β = 0.0064 for Mo and δ = 0.001, β = 0.0018 for Si.

Q: Now add the interfaces. Why should the ratio of two sums equal the ratio of their terms?

A: Suppose first that each photon is reflected at most once inside the stack. An echo from interface j then has amplitude r_j and a phase for the way down and back:

r_stack = Σ r_j exp(2iφ_j), φ_j = k Σ q d,

where the inner sum runs over the layers above interface j and d is a layer's thickness. The phase contains q and d, and neither depends on the polarization.

The wave also crosses each upper interface twice. The amplitude factor for the two crossings is (1 + r)(1 − r) = 1 − r², because transmission is 1 + r in one direction and, with the media exchanged, 1 − r in the other. This differs from 1 in second order and is dropped here.

Going from Si to Mo gives r, and going from Mo to Si gives −r. But ρ does not change when q₁ and q₂ are exchanged, so every interior interface obeys r_p = ρr_s with the same ρ. The factor comes out of the sum:

r_stack,p = ρ r_stack,s, R_p/R_s = |ρ|².

In the weak limit this is cos²2θ.

Q: The top surface is not a Mo/Si interface.

A: Correct, and it has its own ratio. If silicon lies on top, that surface reflects little. From r_s = (q₁² − q₂²)/(q₁ + q₂)² ≈ (χ₁ − χ₂)/(4C²), the amplitude at 45° is about half of |χ| for silicon, or √(0.001² + 0.0018²) ≈ 0.002. An interior interface gives 0.085. I neglect the surface in the argument and keep it in the numerical mirror below.

Q: You also need the echoes to help each other.

A: That fixes the period. Echoes from successive periods agree in phase if the round trip through one period d adds 2π:

2kd Re q̄ = 2π,

where q̄ is the average of q weighted by thickness. With k = 2π/λ this becomes

d = λ/(2 Re q̄).

At 92 eV the wave number is 0.0247 atomic units, and the wavelength is 13.48 nm. Let 40 percent of each period be molybdenum. At 45°, q is √(0.854 − 0.5) = 0.595 in Mo and √(0.998 − 0.5) = 0.706 in Si. So

Re q̄ = 0.4 × 0.595 + 0.6 × 0.706 = 0.661,
d = 13.48 nm/1.323 = 10.19 nm.

The mirror thus has to be built for its angle. One made for a very different angle would miss the Bragg condition here, whatever its polarizing power.

As long as each photon is reflected at most once inside the stack, the interior interfaces share one ratio ρ, so the whole stack has R_p/R_s = |ρ|², and the Bragg condition fixes the period. It remains to see what happens when many periods make the reflection strong and that assumption fails.
